Perturbative triples corrections along the dissociation of hydrogen fluoride, part 1

(Sections cited here and not found follow in the second part.)

Tutorial sheet: perturbative triples along the dissociation of hydrogen fluoride

Problem

Hydrogen fluoride is described in the 6-31G basis with canonical closed-shell restricted Hartree–Fock (RHF) orbitals, configuration 1σ²2σ²3σ²1π⁴, adapted to C2v so that the π orbitals are πx and πy. The fluorine 1s orbital is frozen in every correlated method, full configuration interaction (FCI) included. This leaves 8 electrons in 10 orbitals, 4 occupied and 6 virtual, and 44100 determinants with M_S = 0. Energies are in hartree (E_h), 1 E_h = 627.509 kcal/mol, and bond lengths R are in Å.

Orbitals are real. Indices i, j, k, m, n denote spin orbitals occupied in the RHF determinant Φ, and a, b, c, e, f virtual ones. The rank of a determinant is the number of electrons moved from occupied to virtual orbitals, and μ runs over distinct rank-3 determinants, of which there are 4480. The operators are

H = E_core + Σ h_pq a†_p a_q + ¼ Σ ⟨pq||rs⟩ a†_p a†_q a_s a_r

T = T₁ + T₂,  T₁ = Σ t_i^a a†_a a_i,  T₂ = ¼ Σ t_mn^ef a†_e a†_f a_n a_m

H̄ = e^(−T) H e^(T)

CCSD fixes T by ⟨ν|H̄|Φ⟩ = 0 for all singles and doubles ν and gives E_CC = ⟨Φ|H̄|Φ⟩. The de-excitation operator Λ = Λ₁ + Λ₂, whose adjoint has the form of T with amplitudes λ, is fixed by ⟨Φ|(1+Λ)(H̄ − E_CC)|ν⟩ = 0 for the same ν. The symbol σ means 3σ and σ* the lowest virtual σ orbital; t_σ and λ_σ are the amplitudes of the double excitation τ_σ = a†_σ*α a†_σ*β a_σβ a_σα, and t₁ is the σ→σ* singles amplitude, equal for both spins.

(a) Express E_FCI − E_CC exactly through the moments M_κ = ⟨κ|H̄|Φ⟩ and find the highest rank that contributes.
(b) Derive the CR-CC(2,3) correction from (a), and the (T) correction as its lowest-order form.
(c) Find a closed expression for ⟨μ|H̄|μ⟩.
(d) Compute CCSD, CCSD(T), CR-CC(2,3) and FCI energies of the lowest ¹Σ⁺ state from 0.9 to 3.5 Å, locate the maximum of the CCSD(T) curve, and give the non-parallelity error of each method.
(e) Decide how much of the growth of (T) is due to T₂ and how much to the denominators, and whether the denominators can vanish.
(f) Explain with a two-electron model of the bond why t_σ and λ_σ behave differently, and state what this does and does not explain about CR-CC(2,3).

Hints

1. For (a), evaluate ⟨Ψ|H e^T|Φ⟩ in two ways, Ψ being the FCI state, and use H e^T = e^T H̄.
2. Call a†_a and a_i quasi-creators, a_a and a†_i quasi-annihilators. T contains quasi-creators only. Counting the rank change of each nested commutator settles most of (a), (b) and (c).
3. For (b), ⟨Ψ|e^T is a left eigenvector of H̄. Project its eigenvalue equation on one triple.
4. For (c), absorb T₁ into the integrals first.
5. For (d), a stationary point of a sum of two curves is a point of opposite slopes.
6. For (e), write the fourth-order term as one numerator over one mean denominator, then recompute (T) with one ingredient changed at a time.
7. For (f), expand the covalent singlet of two separated atoms in σ and σ*.

Solution

(a) The moment expansion

Since ⟨Ψ|H = E_FCI⟨Ψ|, the first evaluation gives ⟨Ψ|H e^T|Φ⟩ = E_FCI ⟨Ψ|e^T|Φ⟩. For the second, H e^T = e^T e^(−T) H e^T = e^T H̄, and the identity Σ_κ |κ⟩⟨κ| over all determinants is inserted after e^T:

E_FCI ⟨Ψ|e^T|Φ⟩ = Σ_κ ⟨Ψ|e^T|κ⟩ M_κ

The term κ = Φ has M_Φ = E_CC, and singles and doubles have M_κ = 0 by the CCSD equations. Division by ⟨Ψ|e^T|Φ⟩, which must not vanish, gives

E_FCI − E_CC = Σ_(rank κ ≥ 3) ℓ_κ M_κ,  ℓ_κ = ⟨Ψ|e^T|κ⟩ / ⟨Ψ|e^T|Φ⟩   (1)

To find the highest rank, T₁ is removed first. T₁ and T₂ are even products of quasi-creators, which anticommute among themselves, so T₁ and T₂ commute and H̄ = e^(−T₂) H̃ e^(T₂) with H̃ = e^(−T₁) H e^(T₁). From [a†_a a_i, a†_p] = δ_ip a†_a and [a†_a a_i, a_q] = −δ_aq a_i, and from e^(−X) Y e^(X) = Y − [X,Y] + ½[X,[X,Y]] − …,

a†_i → a†_i − Σ_a t_i^a a†_a,  a_a → a_a + Σ_i t_i^a a_i,  a†_a and a_i unchanged   (2)

The series stops after one commutator because that commutator is a quasi-creator, which commutes with T₁. Each operator goes into a linear combination of operators of the same kind, so H̃ is again a one- plus two-body operator, no longer Hermitian. With the matrix κ_ai = t_i^a, zero elsewhere, (2) reads a†_p → Σ_r a†_r (1−κ)_rp and a_q → Σ_s (1+κ)_qs a_s. Hence h̃ = (1−κ) h (1+κ), and every creation index of the two-electron integrals is transformed with (1−κ), every annihilation index with (1+κ).

A quasi-creator adds one hole or particle and so raises the rank by ½; a quasi-annihilator lowers it by ½. A term of H̃ has at most four operators and changes the rank by an integer r with −2 ≤ r ≤ 2. In

H̄ = H̃ + [H̃,T₂] + ½[[H̃,T₂],T₂] + …

the n-fold commutator changes the rank by 2n + r. The commutator with T₂ acts on a product factor by factor. It gives zero on a quasi-creator. On a quasi-annihilator it gives a product of three quasi-creators, on which any further commutator gives zero. An n-fold commutator therefore needs at least n quasi-annihilators in the term, so n ≤ 4. For n = 4 all four operators are quasi-annihilators, r = −2, and the rank change is 6. For n = 3 at least three are, r ≤ −1, and the change is at most 5; for n = 2, r ≤ 0 gives at most 4; for n = 1 at most 3. The sum in (1) runs over ranks 3 to 6. The program tests (1) at one geometry and tests that the moments of ranks 7 and 8, which exist for 8 electrons, vanish.

(b) CR-CC(2,3) and (T)

The bra ⟨ℓ| = ⟨Ψ|e^T / ⟨Ψ|e^T|Φ⟩ has components ℓ_κ with ℓ_Φ = 1, and ⟨Ψ|e^T H̄ = ⟨Ψ|H e^T = E_FCI⟨Ψ|e^T, so it is a left eigenvector of H̄. Projection on a triple μ, with the components sorted by rank, gives

Σ_(rank ≤ 2) ℓ_κ ⟨κ|H̄|μ⟩ + ℓ_μ ⟨μ|H̄|μ⟩ + Σ_(rank ≥ 3, κ ≠ μ) ℓ_κ ⟨κ|H̄|μ⟩ = E_FCI ℓ_μ

Three approximations follow. The components of rank ≤ 2 are replaced by those of ⟨Φ|(1+Λ), which solves the same left equation inside the space of Φ, singles and doubles. E_FCI is replaced by E_CC. The third group of terms is dropped. Then L_μ + ℓ_μ⟨μ|H̄|μ⟩ = E_CC ℓ_μ, and keeping only rank 3 in (1),

δ_D = Σ_μ L_μ M_μ / 𝒟_μ,  L_μ = ⟨Φ|(1+Λ)H̄|μ⟩,  𝒟_μ = E_CC − ⟨μ|H̄|μ⟩   (3)

This is CR-CC(2,3) in its variant D, called CR-D below. Keeping a diagonal and dropping the rest depends on the basis of determinants, so δ_D can change when degenerate orbitals are mixed, for example the occupied π pair alone; this is why πx and πy were fixed. Rotating the occupied π pair by 45° lowers δ_D by about 0.10 mE_h at 2.36 Å and 0.12 mE_h at 3.5 Å, so the CR-D errors below are tied to this choice of orbitals at the level of 0.1 mE_h; at 2.36 Å the error changes from +0.08 to −0.02 mE_h. Variant A (CR-A) replaces 𝒟_μ by the orbital-energy difference

D_μ = ε_i + ε_j + ε_k − ε_a − ε_b − ε_c

which is negative when every virtual ε lies above every occupied one.

The rank rule tells what M and L contain. M_μ needs 2n + r = 3, met by (n, r) = (1, 1) and (2, −1) only:

M_μ = ⟨μ|[H̃,T₂]|Φ⟩ + ½⟨μ|[[H̃,T₂],T₂]|Φ⟩   (4)

In L_μ, H̄ must lower the rank from 3 to 0, 1 or 2. A change of −3 is impossible, so ⟨Φ|H̄|μ⟩ = 0. Changes of −2 and −1 need n = 0, since n = 1 would need r = −4 or −3. Therefore

L_μ = ⟨Φ|Λ₁H̃|μ⟩ + ⟨Φ|Λ₂H̃|μ⟩   (5)

and T₂ does not appear explicitly on the left.

The (T) correction follows by perturbative counting, in which the fluctuation potential and T₂ are first order and T₁ is second order for an RHF reference. The leading part of (4) is linear in T₂ with H̃ → H:

⟨μ|[H,T₂]|Φ⟩ = ⟨μ|HT₂|Φ⟩ − ⟨μ|T₂H|Φ⟩ = W_μ,  W_μ = ⟨μ|HT₂|Φ⟩

The second term needs the singles part of H|Φ⟩, which vanishes by Brillouin's theorem. A term linear in T₁ alone is absent from M, because [H,T₁] is a two-body operator and cannot reach rank 3 from Φ. On the left, H̃ → H and Λ → T†. The latter holds at leading order: the doubles equations there read D_ν t_ν = ⟨ν|H|Φ⟩ and D_ν λ_ν = ⟨Φ|H|ν⟩, which are equal for real orbitals, and the second-order singles equations are transposes of each other in the same way. Because H is Hermitian and real, ⟨Φ|T₂†H|μ⟩ = W_μ and ⟨Φ|T₁†H|μ⟩ = V_μ with V_μ = ⟨μ|HT₁|Φ⟩. With 𝒟_μ → D_μ and converged CCSD amplitudes,

E(T) = E4 + E5,  E4 = Σ_μ W_μ² / D_μ,  E5 = Σ_μ V_μ W_μ / D_μ   (6)

W is second order and V third order, so E4 is fourth order and E5 fifth order. Only E4 is the lowest-order form of (3). E5 is one of several fifth-order terms: W_μ times the quadratic term of (4), which is third order, the first-order part of 𝒟_μ − D_μ, the couplings dropped before (3) and the rank-4 term of (1) are of the same order and are omitted. Equation (6) keeps the whole left vector T₁† + T₂† but only the leading part of each matrix element of H̄; this choice defines (T), which is not complete through fifth order.

E4 is a sum of squares over negative numbers, so E4 ≤ 0, and it is a quadratic form in T₂ with no normalizing denominator. The derivation assumed T₂ small and Λ ≈ T†; nothing in (6) limits E4 when these fail. The program evaluates (6) determinant by determinant and tests it against the (T) routine of PySCF at every tabulated R.

(c) The diagonal of H̄

A diagonal element needs 2n + r = 0, so n = 0 with r = 0, or n = 1 with r = −2. The r = −2 part of H̃ consists of the terms a†_m a†_n a_f a_e. By (2), a†_m occurs only in the image of a†_m itself and a_e only in the image of a_e, with coefficient 1, so these terms keep their undressed integrals. Define τ = a†_e a†_f a_n a_m for m < n, e < f. Then T₂ = Σ t_mn^ef τ and the r = −2 part is V↓ = Σ ⟨mn||ef⟩ τ†, both sums over distinct quadruples, and

⟨μ|H̄|μ⟩ = ⟨μ|H̃|μ⟩ + ⟨μ|V↓T₂|μ⟩ − ⟨μ|T₂V↓|μ⟩

A product τ′†τ returns μ to itself only if τ′ = τ. In terms of number operators n̂,

τ†τ = n̂_m n̂_n (1−n̂_e)(1−n̂_f),  ττ† = (1−n̂_m)(1−n̂_n) n̂_e n̂_f

with positive sign because each is the squared norm of a determinant. Returning to unrestricted sums brings the factor ¼:

⟨μ|H̄|μ⟩ = ⟨μ|H̃|μ⟩ + ¼ Σ_(m,n filled; e,f empty in μ) ⟨mn||ef⟩ t_mn^ef − ¼ Σ_(m,n holes; e,f particles of μ) ⟨mn||ef⟩ t_mn^ef   (7)

The first term is the Slater–Condon diagonal with dressed integrals, E_core + Σ h̃_pp n_p + ½ Σ ⟨pq||pq⟩~ n_p n_q, where n_p is 0 or 1; its derivation uses only operator algebra and not Hermiticity. For μ replaced by Φ the last sum is empty and (7) is the CCSD energy. The program tests this limit at every tabulated R, and tests (7) against the explicit product ⟨μ|e^(−T)He^T|μ⟩ for three triples, the largest deviation being 2.8 × 10⁻¹⁴ E_h.

The relation of 𝒟_μ to D_μ is seen by setting T = 0. Write n_p = n_p⁰ + δ_p with δ = −1 for holes and +1 for particles. Expanding the diagonal energy, the terms linear in δ are Σ_p δ_p (h_pp + Σ_q ⟨pq||pq⟩ n_q⁰) = Σ_p δ_p ε_p = |D_μ|, and the quadratic terms are ½ Σ δ_p δ_q ⟨pq||pq⟩:

⟨μ|H|μ⟩ − E_RHF = |D_μ| − Σ_(hole, particle) ⟨ia||ia⟩ + Σ_(i<j) ⟨ij||ij⟩ + Σ_(a<b) ⟨ab||ab⟩   (8)

A triple has nine hole–particle terms that reduce the denominator and six terms that increase it.

(d) The curves

The amplitudes t and λ come from PySCF; the program checks them by evaluating the right and left CCSD residuals in its own determinant-space code, and checks the FCI vector by its residual and, at 3.5 Å, its spin. Total energies in E_h:

R      CCSD         CCSD(T)      CR-D         FCI
0.90   −100.112361  −100.112956  −100.113106  −100.113359
1.40   −100.040645  −100.042679  −100.043055  −100.043409
1.90   −99.967163   −99.974195   −99.973402   −99.973767
2.30   −99.943336   −99.959267   −99.952987   −99.953128
2.36   −99.941493   −99.959071   −99.951557   −99.951639
2.80   −99.934639   −99.964645   −99.946805   −99.946378
3.50   −99.932531   −99.976269   −99.945926   −99.944936

Errors, method minus FCI in the same basis and frozen-core space, in mE_h:

R      CCSD     CCSD(T)   CR-A    CR-D
0.90   0.998    0.404     0.403   0.253
1.40   2.765    0.730     0.922   0.354
1.90   6.604    −0.428    1.869   0.365
2.30   9.792    −6.139    2.329   0.141
2.36   10.146   −7.432    2.342   0.082
2.80   11.739   −18.267   2.155   −0.428
3.50   12.406   −31.333   1.687   −0.990

FCI and CCSD rise from each point to the next, which the program asserts; the CR-D column rises as well. CCSD(T) crosses below FCI between 1.4 and 1.9 Å, reaches a maximum and falls. CR-D also lies below FCI at 2.8 and 3.5 Å, by up to 1 mE_h; none of the coupled-cluster energies is a variational bound.

The CCSD(T) energy is E_CC + E(T), so a stationary point requires dE_CC/dR = −dE(T)/dR. Mean slopes show that the balance is crossed. The values of E(T) are −2.035 and −7.032 mE_h at 1.4 and 1.9 Å, and −30.006 and −43.739 mE_h at 2.8 and 3.5 Å. Between 1.4 and 1.9 Å, E_CC rises by 73.48/0.5 = 147 mE_h/Å and E(T) falls by 4.997/0.5 = 10 mE_h/Å. Between 2.8 and 3.5 Å, E_CC rises by 2.108/0.7 = 3.0 mE_h/Å and E(T) falls by 13.733/0.7 = 19.6 mE_h/Å. In the second interval CCSD has nearly flattened while (T) is still growing in magnitude.

Successive parabolic interpolation places the maximum at R = 2.36 Å, E = −99.959071 E_h, and the program asserts that the energies 0.05 Å to either side are lower. Central differences over those points give slopes +28.21 mE_h/Å for CCSD and −27.81 mE_h/Å for (T). The remainder of +0.40 mE_h/Å is of the size expected from rounding R to 0.01 Å. For a parabola of curvature −k with vertex at 2.36 Å + δ, the slope at 2.36 Å is kδ = 0.40, and the rise from 2.30 to 2.36 Å is ½k[(0.06+δ)² − δ²] = 0.0018k + 0.06kδ. The table gives 0.196 mE_h for this rise, so k = (0.196 − 0.024)/0.0018 ≈ 96 mE_h/Å² and δ ≈ 0.004 Å. This parabola is a rough guide only: the third derivative, about 290 mE_h/Å³, contributes 0.05²/6 × 290 ≈ 0.12 mE_h/Å to the central difference, and allowing for it gives a slope of 0.28 mE_h/Å, k ≈ 93 mE_h/Å² and δ ≈ 0.003 Å. Either way the position is good to the two decimals quoted.

From 2.36 to 3.5 Å, CCSD(T) falls by 17.198 mE_h = 10.79 kcal/mol, while FCI rises by 6.703, CCSD by 8.963 and CR-D by 5.631 mE_h. The 17.2 mE_h is the height of the false barrier relative to 3.5 Å, the last point computed, and not relative to an asymptote. These numbers belong to 6-31G and are not converged in the basis: in cc-pVDZ the maximum lies near 2.34 Å, the fall to 3.5 Å is about 20 mE_h, and E(T) at 3.5 Å is −59 mE_h in place of −44 mE_h.

The non-parallelity error is the largest minus the smallest error over the seven points. For CCSD it is 12.406 − 0.998 = 11.408 mE_h (7.16 kcal/mol); for CCSD(T), 0.730 + 31.333 = 32.063 mE_h (20.12 kcal/mol); for CR-A, 1.94 mE_h (1.22 kcal/mol); for CR-D, 0.365 + 0.990 = 1.355 mE_h (0.85 kcal/mol). Over this range (T) makes the curve less parallel to FCI than CCSD by a factor near 2.8, although up to 1.9 Å its error stays below 1 mE_h in magnitude at the points computed.

This part has derived the CR-CC(2,3) and (T) corrections from the exact moment expansion and located a false maximum of the CCSD(T) curve at 2.36 Å, where FCI keeps rising. It remains to separate the roles of T₂ and the denominators in the growth of (T), and to explain with a two-electron model why t_σ and λ_σ behave differently.
